Opposite Spin Polarizations in Photoionization of a p Core Doublet

**Symmetry and the form of the answer**

Without spin-orbit coupling, each orbital of a filled p shell holds one spin-up and one spin-down electron, whatever axis is chosen. If neither the ionizing operator nor the motion of the outgoing electron depends on spin, the electrons removed from the whole shell are therefore unpolarized. Spin-orbit coupling in the shell divides it into p1/2 and p3/2. As long as both levels keep the same radial function and the same ionization amplitudes, any spin carried by one line must be cancelled by the other. The two levels hold two and four electrons, and rotational invariance makes their intensities share this ratio. Equal and opposite spin signals divided by intensities 1:2 give polarizations of opposite sign in the ratio 2:1.

Symmetry also fixes the source of the spin. Within the p orbitals, the spin-vector part of a level's projector must be a vector operator, hence proportional to the orbital angular momentum **l**. The proportionality constant and the value of **l** selected by the light remain to be found.

**Assumptions and conventions**

Atomic units are used in the algebra, with **l** in units of ħ. The assumptions are:

(a) The p shell is closed and its electrons are independent. Both levels have the same radial function, as when spin-orbit coupling only shifts the energies of a scalar-relativistic orbital and its effect on the orbital itself is neglected.

(b) The ionizing operator D is spin-independent, and there is no spin-orbit coupling in the continuum.

(c) Both lines have the same ionization amplitudes, so their small difference in kinetic energy is ignored.

For a fixed emission direction **k**, a unit vector, let a_m be the amplitude for ionizing orbital m = −1, 0, 1. Define the orbital vector

|A⟩ = Σ_m a_m* |m⟩,  ⟨**l**⟩ = ⟨A|**l**|A⟩/⟨A|A⟩.

The polarization **P** is the expectation value of the Pauli vector **σ**, normalized to unit intensity. Its z component is (N_up − N_down)/(N_up + N_down).

**Theorem.** Under (a) to (c), at every emission direction with nonzero intensity,

**P**(1/2) = −⟨**l**⟩,  **P**(3/2) = +⟨**l**⟩/2,

with intensities N(1/2) : N(3/2) = 1 : 2. The spin of the summed doublet is zero.

**Lemma 1: the projectors**

Since **l**·**σ** = 2**l**·**s**, its value in a level j is

j(j+1) − l(l+1) − 3/4.

For l = 1 this is 15/4 − 2 − 3/4 = 1 when j = 3/2, and 3/4 − 2 − 3/4 = −2 when j = 1/2. The projectors are consequently

Π(3/2) = (2 + **l**·**σ**)/3,
Π(1/2) = (1 − **l**·**σ**)/3.

The first equals 1 for j = 3/2 and 0 for j = 1/2; the second does the reverse. Their sum is the identity.

**Proof of the theorem**

The operator D leaves spin unchanged. Summing over the filled states of one level gives the photoelectron spin density matrix

ρ_st = Σ_mm' a_m a_m'* ⟨m s|Π(j)|m' t⟩.

Write Π(j) = c + d **l**·**σ**. Because tr σ_i = 0 and tr 1 = 2, the intensity is

N = tr ρ = 2c Σ_m |a_m|² = 2c⟨A|A⟩.

Because tr(σ_i σ_k) = 2δ_ik, the spin signal is

S_i = tr(σ_i ρ) = 2d Σ_mm' a_m a_m'* ⟨m|l_i|m'⟩ = 2d⟨A|l_i|A⟩.

The last equality uses ⟨A| = Σ_m a_m ⟨m|. For j = 3/2, c = 2/3 and d = 1/3; for j = 1/2, c = 1/3 and d = −1/3. Thus

N(3/2) = (4/3)⟨A|A⟩,  **S**(3/2) = +(2/3)⟨A|**l**|A⟩,
N(1/2) = (2/3)⟨A|A⟩,  **S**(1/2) = −(2/3)⟨A|**l**|A⟩.

Division gives both polarizations, and addition gives zero spin. ∎

No property of the light entered this proof. Circular polarization matters because it generally selects a nonzero orbital moment after all emission directions have been added.

**Lemma 2: the moment selected by circular light**

Let z be the light direction and let each photon carry angular momentum +1 along z. Define

**e**₁ = −(**x** + i**y**)/√2,  **e**₀ = **z**,  **e**₋₁ = (**x** − i**y**)/√2.

The p orbital m is proportional to **e**_m·**r**, and the dipole operator is **e**₁·**r**. With **n** = **r**/r and polar angles θ, φ, the angular products are

m = 1: (1/2) sin²θ e^(2iφ),
m = 0: −(1/√2) sinθ cosθ e^(iφ),
m = −1: −(1/2) sin²θ.

The first two are pure d waves. The average of sin²θ over the sphere is 2/3, so the third splits into an s part −1/3 and a d part 1/3 − (1/2)sin²θ.

The sphere average of sin⁴θ is 8/15. The mean squares of the d parts are therefore

m = 1: (1/4)(8/15) = 6/45,
m = 0: (1/2)(2/3 − 8/15) = 3/45,
m = −1: 1/9 − (1/3)(2/3) + (1/4)(8/15) = 1/45.

The s part contributes 1/9 = 5/45, all from m = −1. Let R_s and R_d be the radial dipole integrals, with continuum functions normalized per unit energy. Integration over directions removes s-d interference because different spherical harmonics are orthogonal. Hence

⟨l_z⟩ = [(6 − 1)R_d² − 5R_s²]/[10R_d² + 5R_s²]
   = (R_d² − R_s²)/(2R_d² + R_s²).

From here on, P without an angle means the angle-integrated z component:

P(1/2) = −(R_d² − R_s²)/(2R_d² + R_s²),
P(3/2) = (R_d² − R_s²)/[2(2R_d² + R_s²)]. ∎

A pure d channel gives −50% and +25%. A pure s channel gives +100% and −50%. The s channel reverses the signs because it can use only the m = −1 orbital, whereas the d channel favours m = +1. If R_s² = R_d², both polarizations vanish and their ratio is undefined.

Opposite helicity exchanges m and −m, which reverses both signs. For linearly polarized light, take the quantization axis along the electric field instead. The light then treats m and −m alike, and symmetry about that axis removes the transverse components, so the angle-integrated polarization is zero. At a single emission angle a component normal to the plane of the field and the electron direction can remain.

**A hydrogenic 2p shell**

Take a filled 2p shell of independent electrons in the field of a charge Z. Electron repulsion and relaxation are absent. Let I = Z²/8 be the binding energy without spin-orbit coupling, ω the photon energy, and ε = k²/2 = ω − I the kinetic energy; here k is the electron's wave number.

**Lemma 3.** In this model

R_s²/R_d² = ω/[4(ω + 3I)],
⟨l_z⟩ = (ω + 4I)/(3ω + 8I).

*Proof.* With H = p²/2 − Z/r, one has [H, **r**] = −i**p** and [H, [H, **r**]] = Z**r**/r³. Between states whose energies differ by ω this gives

ω²⟨f|**r**|i⟩ = ⟨f|Z**r**/r³|i⟩.

The angular factors on both sides agree. Since the radial function u_2p is proportional to r² exp(−Zr/2), the factor r² cancels 1/r², and R_l is proportional to

J_l = ∫ exp(−Zr/2) u_l(r) dr,

with the same constant for l = 0 and l = 2.

The continuum functions of neighbouring l are connected by

B_l = d/dr + l/r − Z/l,  B_l† = −d/dr + l/r − Z/l.

Let H_l be the radial Hamiltonian. Multiplying the operators out gives

B_l†B_l = 2H_l + Z²/l²,  B_lB_l† = 2H_(l−1) + Z²/l².

So B_l turns u_l into u_(l−1) at the same energy, and B_l† does the reverse. At large r, where 1/r can be dropped from B_l, its action multiplies the wave amplitude by M_l = √(k² + Z²/l²). With all u_l positive near the origin, the factor is +M_l. Therefore

u₁' + u₁/r − Zu₁ = M₁u₀,
−u₁' + 2u₁/r − (Z/2)u₁ = M₂u₂.

Twice the first equation minus the second removes 1/r:

3u₁' − (3/2)Zu₁ = 2M₁u₀ − M₂u₂.

Multiply by exp(−Zr/2) and integrate. Integration by parts replaces u₁' by (Z/2)u₁, since the boundary terms vanish, and the left side becomes zero. Hence J₀/J₂ = M₂/(2M₁), and

R_s²/R_d² = (k² + Z²/4)/[4(k² + Z²)]
   = (ε + I)/[4(ε + 4I)]
   = ω/[4(ω + 3I)].

Inserting this in Lemma 2 and multiplying numerator and denominator by 4(ω + 3I) gives

⟨l_z⟩ = (3ω + 12I)/(9ω + 24I) = (ω + 4I)/(3ω + 8I). ∎

At threshold, ω = I, the moment is 5/11. It falls steadily towards 1/3 as ω grows. The high-energy limit is formal, because the dipole and nonrelativistic descriptions eventually fail. Within this model the d channel dominates throughout, so P(1/2) is negative for the chosen helicity.

**Numbers for Z = 10**

The binding energy is 340.14 eV. Photons of 500 eV leave 159.86 eV of kinetic energy. Their wavelength is 24.80 Å, while the mean 2p radius is 0.265 Å, so the dipole approximation is reasonable for angle-integrated values; at a single emission angle its corrections are larger, as noted below. Lemma 3 gives

R_s²/R_d² = 500/[4(500 + 1020.43)] = 0.0822,
⟨l_z⟩ = (500 + 1360.57)/(1500 + 2721.14) = 0.4408.

Thus P(1/2) = −44.08% and P(3/2) = +22.04%. Weighting them by the intensities 1 and 2 gives −44.08 + 2(22.04) = 0. The d channel supplies 96% of the intensity, but the small s share already moves the values visibly from −50% and +25%.

At 400 eV the pair is −44.90% and +22.45%; at 2000 eV it is −38.53% and +19.27%. The polarization changes with energy, but the ratio remains −2 when both lines use the same amplitudes.

For the splitting, the spin-orbit operator is ζ**l**·**s**, with ζ = (α²/2)Z⟨1/r³⟩ and α the fine-structure constant. The normalized density u_2p² = (Z⁵/24)r⁴exp(−Zr) gives

⟨1/r³⟩ = (Z⁵/24)∫ r exp(−Zr) dr = Z³/24.

Hence ζ = α²Z⁴/48. The values of **l**·**s** are 1/2 and −1, so

Δ = 3ζ/2 = α²Z⁴/32 = 0.453 eV.

The Dirac energies of the same Coulomb problem give 0.454 eV. The first-order value is about 0.3% below this. The p1/2 electrons are the more strongly bound and leave with the lower kinetic energy.

**Spin at one emission angle**

The theorem also applies before angular integration. The outgoing s and d waves carry the factors exp(iσ₀) and (−i)²exp(iσ₂), where σ_l is the Coulomb phase. Apart from a common factor, the amplitudes are

a_m = a(**e**₁·**e**_m) + (**e**₁·**k**)(**e**_m·**k**),
a = −1/3 − (R_s/3R_d) exp[i(σ₀ − σ₂)].

Set η = −Z/k. Since σ_l = arg Γ(l+1+iη), the difference σ₂ − σ₀ is the phase of (1+iη)(2+iη). Lemma 3 gives R_s/R_d = √(4+η²)/[4√(1+η²)], and substitution yields

a = −1/3 − (2−iη)/[12(1+iη)] = −(2+iη)/[4(1+iη)].

In the xz plane, with φ = 0,

a₁ = (1/2)sin²θ,
a₀ = −(1/√2) sinθ cosθ,
a₋₁ = −a − (1/2)sin²θ.

At θ = 60°, sin²θ = 3/4 and a + 3/8 = (−1+iη)/[8(1+iη)], whose modulus is 1/8. The weights for m = 1, 0, −1 are then 9/64, 6/64 and 1/64, so ⟨l_z⟩ = (9 − 1)/16 = 1/2. In this hydrogenic model, within the dipole approximation, P_z(1/2) is thus −50% at 60° for every photon energy above threshold.

For 500 eV photons, the full vectors (x, y, z) are

**P**(1/2) = (47.85, −13.28, −50.00)%,
**P**(3/2) = (−23.93, 6.64, 25.00)%.

Every component obeys the factor −2. These are dipole values. Keeping the spatial phase factor of the light wave in a spin-independent operator preserves the factor −2 but shifts **P**(1/2) to about (46.6, −15.8, −50.3)%. The y component, normal to the plane containing the light and electron directions, comes from s-d interference. Using the matrix elements of l_y with the amplitudes above gives

P_y(1/2) = sinθ cosθ Im(a)/⟨A|A⟩,

which vanishes if a is real.

**What "unresolved" must mean**

The theorem cancels the spin when both lines are collected completely. It does not make every energy slice of a broad peak unpolarized. Let both lines have Gaussian standard deviation w, let E_m be their midpoint, and let x be the ratio of the p3/2 to the p1/2 profile at kinetic energy E. Subtracting the two Gaussian exponents gives

x = exp[Δ(E − E_m)/w²].

The spin signals are proportional to +⟨l_z⟩x and −⟨l_z⟩, and the intensities to 2x and 1. Therefore

P(E) = ⟨l_z⟩(x − 1)/(2x + 1).

Near the midpoint x − 1 ≈ Δ(E − E_m)/w² and the denominator is close to 3, so

P(E) ≈ ⟨l_z⟩Δ(E − E_m)/(3w²).

For w = 2 eV, at E = E_m + w, the linear formula gives 0.4408 × 0.453/(3 × 2) = 3.33%; the full expression gives 3.19%. A broad peak therefore has weak polarizations of opposite sign on its two sides near the centre. The formula returns to the values of the separate lines only in the far Gaussian wings. For w = 2 eV it comes within 10% of them about 12w above and 15w below the midpoint, where no measurable intensity remains. The spin signal integrated over the whole peak is still zero.

**Where the cancellation fails**

*Different kinetic energies.* At fixed photon energy the two lines sample slightly different continuum functions, contrary to (c). Put s_j = R_d² − R_s² and t_j = R_s² + 2R_d², evaluated at the kinetic energy of line j. The spin signals are proportional to s(3/2) and −s(1/2), the intensities to 2t(3/2) and t(1/2), so

P_total = [s(3/2) − s(1/2)]/[2t(3/2) + t(1/2)].

Numerical quadrature with Coulomb functions at 160.01 and 159.56 eV, using the length form of the dipole operator and the same 2p radial function for both lines, gives −0.057% for the example. The velocity form gives −0.030%, because the two forms no longer agree when the kinetic energies are shifted and the 2p function is not, so only the order of magnitude is meaningful. This contribution is small because the radial integrals change little over 0.45 eV. It is not the complete remainder: spin-orbit coupling also makes the p1/2 and p3/2 radial functions slightly different, contrary to (a), and this effect is of the same order in α². With Dirac radial functions in the length form it is about −0.15% here, larger than the kinetic-energy term.

*Spin-orbit coupling in the continuum.* Suppose the d5/2 amplitude is larger than the d3/2 amplitude by a fraction δ, contrary to (b). For d waves **l**·**σ** is 2 or −3, and the d5/2 projector is (3 + **l**·**σ**)/5. The d part of D is multiplied by 1 + δ(3 + **l**·**σ**)/5.

Summed over the filled shell, the unperturbed d intensity is spin-independent and has weights 1:3:6 for final m = 0, 1, 2. Its mean m is (3 + 12)/10 = 3/2. The perturbation acts once on the amplitude and once on its conjugate, so the first-order polarization of the d part is

(2δ/5)(3/2) = 3δ/5.

Including the unpolarized s intensity gives

P_total ≈ (3δ/5) · 2R_d²/(R_s² + 2R_d²).

For an assumed δ = 10%, this is 0.6 × 0.10 × 0.9605 = 5.76%. Keeping all powers of δ gives 5.50%. This δ is only illustrative: in the Z = 10 model, Dirac radial integrals give δ ≈ 0.3%, a contribution of about +0.17% that largely offsets the two negative terms above. The unresolved doublet is now polarized because the continuum itself couples the spin to the oriented orbital motion. The cancellation is thus not guaranteed unless spin-orbit coupling is negligible in the final state. In the core level, the coupling divides the shell into two lines whose spin signals cancel as long as their radial functions and ionization amplitudes can be taken as equal.

All numerical values are calculated from the stated model.
